\section*{Locating the conductance peak of an interface-trap continuum}

\section*{Problem}

The surface of an n-type semiconductor under an oxide carries electron traps spread continuously in energy, with density $D$ per unit area and energy. The surface is in depletion. A small alternating voltage moves the surface potential, electrons pass between the conduction band and the traps, and their delay produces a loss.

Take $D$ and the capture coefficient $c$ to be independent of energy. Neglect exchange with the valence band, and let the surface be laterally uniform and non-degenerate. Let $n_s$ be the equilibrium electron density at the surface, and define the capture time and the reduced frequency by
\begin{equation}
\tau=\frac{1}{c\,n_s},\qquad x=\omega\tau .
\end{equation}
The trap branch has admittance $Y=G_p+j\omega C_p$ per unit area, for signals varying as $e^{j\omega t}$.

\begin{enumerate}
\item[(a)] Derive $G_p/\omega$ and $C_p$ from the rate equation of a trap. Compare the result with that for traps at a single energy.
\item[(b)] Show that $G_p/\omega$ has one maximum as a function of frequency. Find its position and height numerically. Does $G_p$ itself have a maximum?
\item[(c)] How sharply does the maximum define a frequency, and which trap energies supply the loss there?
\item[(d)] Evaluate the peak for silicon at $T=300$ K with doping $10^{16}\ \mathrm{cm^{-3}}$, band bending $0.20$ eV, $D=10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$, capture cross section $10^{-15}\ \mathrm{cm^2}$ and thermal speed $2\times10^{7}$ cm/s. Estimate the effects that the model leaves out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) From one trap to the continuum}

The algebra is in atomic units, so the elementary charge is 1 and the trap capacitance is $C_{it}=D$. In other units $C_{it}=e^2D$. The surface potential $\psi$ is measured from the semiconductor bulk and is positive when it attracts electrons.

Let $f$ be the equilibrium occupation of a trap and $f_t$ its occupation at time $t$. Capture needs a free electron and an empty trap; emission needs a filled trap:
\begin{equation}
\frac{df_t}{dt}=c\,n\,(1-f_t)-e_n f_t .
\end{equation}
The emission rate $e_n$ depends on the depth of the trap below the conduction band edge at the surface. The signal shifts both together, so $e_n$ stays constant. At equilibrium the two terms cancel, which fixes
\begin{equation}
e_n=c\,n_s\,\frac{1-f}{f}.
\end{equation}

Now write $n=n_s+\delta n$ and $f_t=f+\delta f$, and keep first-order terms:
\begin{equation}
j\omega\,\delta f=c(1-f)\,\delta n-(c\,n_s+e_n)\,\delta f .
\end{equation}
The total relaxation rate is
\begin{equation}
c\,n_s+e_n=c\,n_s\left(1+\frac{1-f}{f}\right)=\frac{c\,n_s}{f}=\frac{1}{f\tau}.
\end{equation}
One capture time therefore does not mean one relaxation time: a trap relaxes in $f\tau$, and a trap well above the Fermi level, with small $f$, relaxes fast because it emits fast.

For a non-degenerate surface a change $\delta\psi$ of the potential gives $n=n_s e^{\delta\psi/kT}$, hence to first order $\delta n=n_s\,\delta\psi/kT$. Solving for $\delta f$ and multiplying numerator and denominator by $f\tau$ gives
\begin{equation}
\delta f=\frac{(1-f)/\tau}{j\omega+1/(f\tau)}\,\frac{\delta\psi}{kT}
=\frac{f(1-f)}{1+jxf}\,\frac{\delta\psi}{kT}.
\label{response}
\end{equation}

Electrons flowing from the bulk into the traps are a conventional current from the surface to the bulk. This is the direction of positive current through the branch when $\delta\psi>0$, so
\begin{equation}
Y=\frac{j\omega D}{\delta\psi}\int dE\,\delta f
=j\omega D\int_{-\infty}^{\infty}\frac{dE}{kT}\,\frac{f(1-f)}{1+jxf}.
\end{equation}
Infinite limits are allowed if the continuum extends many $kT$ on both sides of the Fermi level $E_F$. With $f=1/(1+e^{(E-E_F)/kT})$ one has $df/dE=-f(1-f)/kT$. As $E$ rises, $f$ runs from 1 to 0, and the minus sign reverses the limits:
\begin{equation}
Y=j\omega C_{it}\int_0^1\frac{df}{1+jxf}
=j\omega C_{it}\,\frac{\ln(1+jx)}{jx}
=\frac{C_{it}}{\tau}\ln(1+jx).
\end{equation}
Since $\ln(1+jx)=\tfrac12\ln(1+x^2)+j\arctan x$ and $\omega=x/\tau$,
\begin{equation}
\frac{G_p}{\omega}=C_{it}\,\frac{\ln(1+x^2)}{2x},\qquad
C_p=C_{it}\,\frac{\arctan x}{x}.
\label{main}
\end{equation}

At low frequency $C_p\to C_{it}$ and $G_p/\omega\to C_{it}x/2$: the traps follow the signal with a small lag. At high frequency $C_p\to\pi C_{it}/(2x)$ and $G_p/\omega\to C_{it}\ln x/x$: most traps no longer follow. The loss then comes mostly from energies up to about $kT\ln x$ above $E_F$, where $f\approx1/x$. The capacitance comes from around that energy: the share with $f<1/x$ is $\arctan 1/\arctan x$, which tends to one half. These limits therefore hold only while the continuum extends several $kT$ beyond $E_F+kT\ln x$.

A numerical integration of the full rate equation over a grid of trap energies, with a potential amplitude of $0.02\,kT$, gives $G_p/(\omega C_{it})=0.2232$, $0.4024$ and $0.3009$ at $x=0.5$, $2$ and $6$. Equation (\ref{main}) gives $0.2231$, $0.4024$ and $0.3009$.

For comparison, let $N$ traps per unit area sit at one energy. Equation (\ref{response}) then gives
\begin{equation}
\frac{G_p}{\omega}=\frac{N f(1-f)}{kT}\,\frac{xf}{1+x^2f^2}.
\end{equation}
This peaks at $xf=1$, with height one half of the low-frequency capacitance $Nf(1-f)/kT$. The continuum is a sum of such curves, with peaks at $x=1/f\ge1$. For $x<1$ every one of them is still rising, so the peak of the sum cannot lie below $x=1$. Because the separate peaks do not coincide, its height must be less than $C_{it}/2$.

\subsection*{(b) The maximum}

Differentiate the reduced loss $h(x)=\ln(1+x^2)/(2x)$:
\begin{equation}
h'(x)=\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}.
\end{equation}
With $u=1+x^2$, and hence $x^2=u-1$, this becomes
\begin{equation}
h'(x)=\frac{1}{2x^2}\left[\frac{2(u-1)}{u}-\ln u\right]
=-\frac{g(u)}{2x^2},\qquad g(u)=\ln u+\frac2u-2 .
\end{equation}
The zeros of $g$ follow from its slope,
\begin{equation}
g'(u)=\frac1u-\frac{2}{u^2}=\frac{u-2}{u^2}.
\end{equation}
At $u=1$, which is $x=0$, $g$ vanishes. It then falls until $u=2$, where $g=\ln2-1<0$, and from there rises without limit. It therefore crosses zero once more. Before that crossing $g<0$ and $h'>0$; after it $h'<0$. The crossing is the only maximum of $h$ for $x>0$.

To bracket the root, evaluate
\begin{equation}
g(4)=1.3863+0.5-2=-0.1137,\qquad g(5)=1.6094+0.4-2=0.0094 .
\end{equation}
The root lies between 4 and 5, close to 5. Newton's rule is $u_{k+1}=u_k-g(u_k)/g'(u_k)$. At $u_0=5$ the slope is $0.20-0.08=0.12$, so the first step is about $-0.00944/0.12\approx-0.079$. Carried with full precision, the iterates are
\begin{equation}
5,\qquad 4.921351,\qquad 4.921554,\qquad 4.921554 .
\end{equation}
The second derivative $g''=(4-u)/u^3$ is negative for $u>4$. The tangent then lies above the curve, and its zero lies to the left of the root. This is why the first step overshoots slightly and the next comes back from below.

The position of the peak is
\begin{equation}
x_p=\sqrt{4.921554-1}=1.980 .
\end{equation}
For the height, use the stationarity condition $\ln u=2x^2/u$:
\begin{equation}
h(x_p)=\frac{1}{2x_p}\,\frac{2x_p^2}{1+x_p^2}=\frac{x_p}{1+x_p^2}
=\frac{1.98029}{4.921554}=0.4024 .
\end{equation}
Thus
\begin{equation}
\omega_p\tau=1.980,\qquad
\left(\frac{G_p}{\omega}\right)_{\!p}=0.4024\,C_{it},\qquad
C_{it}=2.485\left(\frac{G_p}{\omega}\right)_{\!p}.
\label{peak}
\end{equation}
Maximizing the energy integral numerically, without using its logarithmic form, gives the same position, $1.98029$, and height, $0.40237$.

The root also has a closed form. Put $v=2/u$ in $\ln u+2/u=2$. Then $\ln2-\ln v+v=2$, or
\begin{equation}
(-v)\,e^{-v}=-2e^{-2}.
\end{equation}
One solution is $v=2$, the excluded point $u=1$. The other has $v<1$ and belongs to the principal branch $W_0$ of the Lambert function, so that $u=-2/W_0(-2e^{-2})$.

The conductance $G_p=(C_{it}/2\tau)\ln(1+x^2)$ has no maximum: it rises steadily with frequency. The peak appears after division by $\omega$. Since the mean power lost is $\tfrac12G_p|\delta\psi|^2$, this division turns loss per unit time into a measure of loss per cycle.

\subsection*{(c) Width of the peak and the energies behind it}

The loss stays within 1\% of its maximum from $x=1.652$ to $x=2.388$, that is, from 17\% below $x_p$ to 21\% above it. Reading the top alone from data with a 1\% uncertainty in $G_p/\omega$ thus gives the height, and hence $D$, much better than the position, and hence $\tau$. The flanks carry the missing information: a fit of (\ref{main}) to 15 points spaced logarithmically from $x=0.2$ to $20$, with independent 1\% errors, gives $D$ to about $0.3\%$ and $\tau$ to about $0.4\%$. An error common to all points as a factor goes entirely into $D$.

The part of the loss due to traps with occupation below $f$ follows from
\begin{equation}
\int_0^{f}\frac{xf'\,df'}{1+x^2f'^2}=\frac{\ln(1+x^2f^2)}{2x}.
\end{equation}
Dividing by the value at $f=1$ and setting the ratio equal to a share $s$ gives
\begin{equation}
f_s=\frac{\sqrt{(1+x^2)^s-1}}{x},\qquad
E_s-E_F=kT\ln\frac{1-f_s}{f_s}.
\end{equation}
At the peak, $s=0.95$ and $s=0.05$ mark the lower and upper ends of the central 90\%. At 300 K, where $kT=0.02585$ eV, these ends lie at $-0.0765$ eV and $+0.0458$ eV from the Fermi level. The peak thus samples $D$ and $c$ mainly over this range of about $0.12$ eV. The remaining 10\% comes from outside it, so doubling $D$ outside the range alone raises the height by about 10\%. The effect of a slope across the range is estimated in (d).

The range reaches further down than up. Per unit energy the loss is proportional to $f(1-f)\,xf/(1+x^2f^2)$. Far above $E_F$ this falls as $f^2\propto e^{-2(E-E_F)/kT}$, but far below $E_F$ as $1-f\propto e^{(E-E_F)/kT}$, which is slower.

\subsection*{(d) A silicon surface}

Band bending lowers the electron density from its bulk value to
\begin{equation}
n_s=10^{16}\,e^{-0.20/0.02585}\ \mathrm{cm^{-3}}=4.37\times10^{12}\ \mathrm{cm^{-3}} .
\end{equation}
The capture coefficient is the cross section times the thermal speed, so
\begin{equation}
\tau=\frac{1}{(10^{-15})(2\times10^{7})(4.37\times10^{12})}\ \mathrm{s}=11.45\ \mu\mathrm{s}.
\end{equation}
The peak then lies at
\begin{equation}
\omega_p=\frac{1.980}{11.45\ \mu\mathrm{s}}=1.729\times10^{5}\ \mathrm{rad/s},\qquad
\frac{\omega_p}{2\pi}=27.5\ \mathrm{kHz}.
\end{equation}
With $D$ given per eV, $e^2D$ is the elementary charge in coulombs times $10^{11}\ \mathrm{cm^{-2}\,V^{-1}}$:
\begin{equation}
C_{it}=16.02\ \mathrm{nF/cm^2},\qquad
\left(\frac{G_p}{\omega}\right)_{\!p}=0.4024\times16.02=6.45\ \mathrm{nF/cm^2}.
\end{equation}
Divided by $e^2$, the peak height is $4.02\times10^{-6}\ \mathrm{eV^{-1}\,\text{\AA}^{-2}}$.

\paragraph{The real interface.} The parameters are rough values for silicon under thermal oxide. The trap density is high for a well-annealed interface, where roughly $10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$ can be reached, and cross sections vary widely. One of the largest height changes comes from a loss of lateral uniformity: charges placed at random near the interface make the potential vary from place to place. If a patch has its potential higher by $v\,kT$, its capture time is $\tau e^{-v}$, and if all patches see the same $\delta\psi$ they add in parallel:
\begin{equation}
\frac{G_p}{\omega C_{it}}=\int dv\,P(v)\,h(xe^{-v}).
\end{equation}
An average cannot exceed the largest value of $h$, so the spread cannot raise the peak. For a Gaussian $P$ with a standard deviation of 40 mV, a rough choice, the peak moves to $x=2.35$, with $\tau$ taken at the mean potential, and its height falls to $0.273$, a change of $-32\%$. Applying (\ref{peak}) to such a curve would give a $D$ too small by the same 32\%. The position depends on the assumption of a common $\delta\psi$. If the patches are large, so that each lies behind its own part of the oxide and has its own depletion capacitance, taken from the full Poisson solution at the local band bending, the peak found after removing the oxide lies at $x=2.24$ for a 5 nm oxide and at $x=1.70$ for 100 nm, while the height change stays between $-32\%$ and $-30\%$.

\paragraph{Energy dependence.} If $D$ grows toward the conduction band by a factor $e$ per $0.20$ eV, the peak lies at $x=2.28$ and its height changes by $-2.4\%$, relative to a constant $D$ equal to that at $E_F$. If instead the capture time grows at this rate, the peak lies at $x=2.18$ and is $7.3\%$ higher, with $\tau$ taken at $E_F$. The slopes are illustrative.

\paragraph{Holes and the edges of the gap.} The Fermi level at the surface is $0.405$ eV below the conduction band, in a gap of $1.12$ eV, so both edges are far outside the range found in (c). With equal capture coefficients the ratio of hole to electron capture is $5\times10^{-6}$. Including holes that follow the bias, together with the finite gap, changes the height by about $0.003\%$.

\paragraph{Measurement.} The branch $Y$ lies in parallel with the depletion capacitance $C_D$, and both lie in series with the oxide capacitance $C_{ox}$ and a resistance $R$:
\begin{equation}
\frac{1}{Y_{\rm meas}}=R+\frac{1}{j\omega C_{ox}}+\frac{1}{j\omega C_D+Y}.
\end{equation}
Both series terms must be removed before $G_p$ is read as the real part. In the depletion approximation $C_D=\sqrt{e\varepsilon N_d/(2V)}\approx64\ \mathrm{nF/cm^2}$, where $\varepsilon$ is the permittivity of silicon, $N_d$ the doping and $V=0.20$ V the band bending. The full Poisson solution, which keeps the electrons at the edge of the depleted layer, gives $69\ \mathrm{nF/cm^2}$. If the oxide is removed but $R=0.1\ \Omega\,\mathrm{cm^2}$ is left in, the apparent loss at $\omega_p$ is between $1\%$ and $2\%$ too high. A signal amplitude of 10 mV at the surface, no longer small against $kT/e$, lowers it by $1.3\%$.

\paragraph{Tunnelling.} Traps slightly inside the oxide are reached by tunnelling. For a barrier of $3.5$ eV and a mass of $0.4$ electron masses, the decay of the electron density over $0.1$ nm lengthens the capture time by a factor of $3.4$. Traps spread uniformly over the first $0.1$ nm move the peak to $x=1.11$, with $\tau$ taken at the interface, and lower it by $3.5\%$. A spread over $0.2$ nm lowers it by $12\%$, and one over $0.4$ nm by $33\%$, as much as the lateral spread above. Barrier and mass are rough values: the last figure becomes $31\%$ for a barrier of $3.1$ eV and $37\%$ for a mass of $0.5$.

\paragraph{Statistics, field and temperature.} The surface density is $1.6\times10^{-7}$ of the conduction-band density of states, so degeneracy is negligible there. About $0.4\%$ of the bulk donors are neutral. The depletion charge alone gives an oxide field of about $0.07$ MV/cm, far below breakdown at roughly 10 MV/cm. At 350 K, with band bending and cross section held fixed and the thermal speed growing as $\sqrt T$, the peak moves to 90 kHz. Within the model $\omega_p\tau$ and the height relative to $C_{it}$ do not change, because temperature has dropped out of (\ref{main}) except through $\tau$.

Besides the data of the problem, these estimates use a conduction-band density of states of $2.8\times10^{19}\ \mathrm{cm^{-3}}$, an intrinsic density of $10^{10}\ \mathrm{cm^{-3}}$, relative permittivities of 11.7 for silicon and 3.9 for the oxide, and donors $0.045$ eV below the conduction band.

\section*{Computed values}
\begin{verbatim}
Newton u: 5.000000 4.921351 4.921554 4.921554
peak omega*tau = 1.98029
peak height / Cit = 0.40237
Cit / peak height = 2.4853
direct maximum: x = 1.98029, height = 0.40237
x=0.5: time run 0.2232, formula 0.2231
x=2.0: time run 0.4024, formula 0.4024
x=6.0: time run 0.3009, formula 0.3009
within 1% of peak: x = 1.652 to 2.388
90% of loss: E-EF = -0.0765 to 0.0458 eV
T = 300 K, kT = 0.02585 eV
doping = 1.0e+16 cm^-3, bending = 0.20 eV
D = 1.0e+11 cm^-2 eV^-1
cross section = 1.0e-15 cm^2
thermal speed = 2.0e+07 cm/s
surface density ns = 4.367e+12 cm^-3
capture time tau = 11.450 us
peak omega = 1.7294e+05 rad/s
peak frequency = 27.52 kHz
Cit = 16.022 nF/cm^2
peak Gp/omega = 6.447 nF/cm^2
peak Gp/(omega e^2) = 4.024e-06 eV^-1 A^-2
Ec-EF at surface = 0.405 eV, gap = 1.12 eV
potential spread = 40 mV
  peak x = 2.349, height = 0.2730, change -32.2 %
energy scale of slopes = 0.20 eV
  sloped D: x = 2.283, height = 0.3927, change -2.4 %
  sloped tau: x = 2.176, height = 0.4319, change 7.3 %
hole/electron capture ratio = 5.24e-06
  holes and finite gap: height change 3.0e-03 %
signal 10 mV: height change -1.31 %
depletion width = 160.8 nm
depletion capacitance = 64.42 nF/cm^2
series R = 0.1 ohm cm^2: height change 1.43 %
trap 0.1 nm inside oxide: tau times 3.36
  barrier = 3.5 eV, mass = 0.4 m_e
degeneracy: doping/Nc = 3.6e-04, ns/Nc = 1.6e-07
neutral donors in bulk = 0.41 %
oxide field from depletion charge = 0.075 MV/cm
peak frequency at 350 K = 89.78 kHz
\end{verbatim}
